# Reverse Monte Carlo for Amorphous Silicon: Equal Fits, Different Bond Angles

Two 60-atom models of amorphous silicon fit the same 28 values of the structure factor with $\chi^2/m=0.96$ and $1.08$. Their bond angles have standard deviations of $26.8^\circ$ and $13.2^\circ$. In the first, 17% of the angles lie below $80^\circ$; in the second, 0.5%. The fits differed in the strength of an angle constraint, in their random start and in the data weight needed to reach the same misfit. This note derives the fitting scheme and explains why the data accept both structures.

## What the data contain

Consider $N$ atoms in a periodic cube of side $L$ and density $\rho=N/L^3$. Pair distances $r_{ij}$ are taken to the nearest image and used up to $R=L/2$. The taper
$$W(r)=\frac{\sin(\pi r/R)}{\pi r/R}$$
vanishes at $R$, so a pair leaves the sum continuously. The fitted function is
$$S(Q)=1+\frac2N\sum_{i<j}W(r_{ij})\frac{\sin Qr_{ij}}{Qr_{ij}}-4\pi\rho\int_0^R r^2W(r)\frac{\sin Qr}{Qr}\,dr .$$

The pair distribution $g(r)$ is defined by $(2/N)\sum_{i<j}h(r_{ij})=4\pi\rho\int r^2g(r)h(r)\,dr$ for any function $h$ that vanishes beyond $R$. Inserting $h=W\sin(Qr)/(Qr)$ and multiplying by $Q$ gives
$$Q[S(Q)-1]=4\pi\rho\int_0^R r\,[g(r)-1]\,W(r)\sin Qr\,dr .$$
The data are thus a sine transform of $G(r)=r[g(r)-1]W(r)$, which is zero at both ends of the interval. Expand $G=\sum_k a_k\sin(k\pi r/R)$. Because the sines are orthogonal with norm $R/2$,
$$a_k=\frac2R\int_0^R G\sin\frac{k\pi r}{R}\,dr=\frac{Q_k[S(Q_k)-1]}{2\pi\rho R},\qquad Q_k=\frac{k\pi}{R}.$$
The full set of $Q_k$ would determine $G$. Stopping at $Q_{\max}$ removes detail finer than about $\pi/Q_{\max}$.

In the example $\rho=0.049$ Å$^{-3}$, $L=10.70$ Å and $R=5.35$ Å. The spacing is $0.587$ Å$^{-1}$, and 28 points reach $16.4$ Å$^{-1}$, a resolution near $0.19$ Å. A measured curve must be given the same taper before it is compared: transform it to $r$, multiply by $W$, cut at $R$ and transform back.

## Why angles are not fixed

If atom $i$ is bonded to $j$ and $k$, the angle between the bonds obeys
$$r_{jk}^2=r_{ij}^2+r_{ik}^2-2r_{ij}r_{ik}\cos\theta .$$
Computing an angle from distances therefore needs three that are known to belong to one triangle. $S(Q)$ supplies a list of distances without that assignment.

With four atoms, the missing assignment can leave the angles open even for exact data. Take $a=2.35$ Å, $b=a\sqrt{8/3}$ and $c=1.8a$, and use the six distances $a,a,a,b,b,c$ in two ways.

- Star: one atom has three bonds $a$, and the outer atoms are separated by $b,b,c$. Since $\cos\theta=1-b^2/2a^2=-1/3$ and $1-c^2/2a^2=-0.62$, the angles are $109.47^\circ$, $109.47^\circ$ and $128.32^\circ$.
- Chain: three bonds $a$ in sequence, next-nearest distances $b$, and end-to-end distance $c$. Both angles are $109.47^\circ$.

The chain exists because twisting its middle bond moves the end-to-end distance between $1.67a$ and $2.52a$, which includes $1.8a$. The star exists because its three angles add to $347^\circ$, less than $360^\circ$, and each is smaller than the sum of the other two. The Debye intensity depends on the six distances alone, so it is identical for both at every $Q$. Computed from the two sets of coordinates, it differs by at most $1.6\times10^{-15}$.

Four atoms are a special case, because their six distances can be chosen independently within limits. For five or more atoms in general position, a complete and exact list of distances fixes the shape up to reflection. In a large model the freedom comes from the limited range and resolution of the data, which blur the list.

There is also a local argument for large models. Let $J=\partial S/\partial x$ be the $m\times3N$ matrix of derivatives. For a unit displacement $v$ with $Jv=0$,
$$S(x+sv)=S(x)+\tfrac12s^2\,v\cdot\nabla\nabla S\cdot v+\dots,$$
while a quantity $A$ with $v\cdot\nabla A\neq0$ changes in proportion to $s$. At the reference structure there are 180 coordinates, and $J$ has numerical rank 23 (singular values above $10^{-6}$ of the largest). This leaves 157 hidden directions, three of them rigid translations. The singular values fall off gradually, so the count depends on the cutoff; whatever the cutoff, at least $180-28=152$ directions are hidden. The split also ignores the tolerance: a direction counts as visible when $S$ changes along it to first order, even if a small step changes $S$ by far less than the error allowed in a fit. Doubling a hidden step from $0.001$ to $0.002$ Å multiplied the change of $S$ by 4.000 and that of the angle penalty defined below by 2.001.

How much of an angular quantity is hidden depends on the quantity. For a single $\cos\theta$, the hidden part of the gradient has on average 0.935 of its length. A random direction would give about $\sqrt{157/180}=0.934$, so the data restrain a single angle no more than they restrain an arbitrary displacement. For the penalty summed over all angles the share is only 0.282. Part of the reason may lie in the reference itself. The penalty resembles the angle term of the potential that produced it. Near a minimum of that potential, the angle forces are balanced by the pair forces, and the gradient of a smooth sum over pairs is largely visible to $S(Q)$. This balance need not account for the whole effect. The share was computed for one structure and small displacements, so it is not a general limit on the angular spread. Since the hidden part is not zero, the penalty can change even here while $S(Q)$ stays fixed to first order. The fits below, started from random positions, look for structures farther away.

## The cost function

The models are drawn with weight $\exp(-C/T)$, where
$$C=\frac{w_d}{2}\chi^2+w_c\sum_i(n_i-4)^2+w_a\sum_iA_i+C_{\rm core},\qquad \chi^2=\sum_{k=1}^m\frac{[S(Q_k)-D_k]^2}{\sigma^2}.$$
$D_k$ are the data and $\sigma=0.02$ is the tolerance. $C$ and $T$ are dimensionless. The core term adds $300(2.1-r)^2$ for each pair with $r<2.1$, $r$ in Å.

Bonds are counted smoothly. With $y=(r-2.6)/0.4$ limited to $[0,1]$, the bond indicator is $f=1-3y^2+2y^3$, and $n_i=\sum_jf_{ij}$. The angle penalty is
$$A_i=\sum_{j<k}f_{ij}f_{ik}(u_j\cdot u_k-c_0)^2,\qquad c_0=-\tfrac13,$$
where $u_j$ is the unit vector from $i$ to $j$.

The sum over triples can be avoided. Extend it to all ordered pairs $j,k$, subtract the terms $j=k$, for which $u_j\cdot u_j=1$, and halve the result. Expand the square and define
$$P=\sum_jf_ju_j,\qquad M=\sum_jf_ju_ju_j^{\mathsf T}.$$
Then $\sum_{jk}f_jf_k(u_j\cdot u_k)^2=M{:}M$, the sum of squared elements of $M$, and $\sum_{jk}f_jf_k\,u_j\cdot u_k=P^2$. Hence
$$A_i=\tfrac12\Big[M{:}M-2c_0P^2+c_0^2n^2-(1-c_0)^2\sum_jf_j^2\Big].$$
On a distorted structure the explicit triple sum and this formula both gave 13.046508.

For the gradient, vary one $f_j$. Then $dM=df_j\,u_ju_j^{\mathsf T}$, $dP=df_j\,u_j$ and $dn=df_j$, so
$$\frac{\partial A_i}{\partial f_j}=u_j\cdot Mu_j-2c_0P\cdot u_j+c_0^2n-(1-c_0)^2f_j .$$
Varying $u_j$ gives $dM=f_j(du_j\,u_j^{\mathsf T}+u_j\,du_j^{\mathsf T})$ and $dP=f_j\,du_j$. As $M$ is symmetric, the coefficient of $du_j$ is
$$h_j=2f_j(Mu_j-c_0P).$$
A change of the bond vector $d_{ij}=r u_j$ changes $f_j$ by $f'\,u_j\cdot dd_{ij}$, and it changes $u_j$ by the transverse part of $dd_{ij}$ divided by $r$. Therefore
$$\frac{\partial A_i}{\partial d_{ij}}=\frac{\partial A_i}{\partial f_j}f'u_j+\frac{h_j-(h_j\cdot u_j)u_j}{r}.$$
This vector is added to the gradient of atom $j$ and subtracted from that of atom $i$. In the gradient of $C$ it is multiplied by $w_a$, and the coordination term then adds $2w_c(n_i-4)$ to the coefficient of $f'u_j$.

For the data term, let $K_k(r)=(2/N)W(r)\sin(Q_kr)/(Q_kr)$. Each pair contributes the radial derivative
$$\frac{\partial}{\partial r_{ij}}\frac{\chi^2}{2}=\sum_k\frac{S(Q_k)-D_k}{\sigma^2}K_k'(r_{ij}).$$
$K_k$ is tabulated on 540 intervals and interpolated linearly. The derivative is taken as the slope of that interpolant and not as a separately evaluated $K_k'$, so that energy and force agree. The minimizer and the finite-difference check rely on this agreement. The sampler below would keep its target distribution without it, because its acceptance rule uses $C$ itself. Along one direction, a finite difference of $C$ matched the gradient to a relative $5\times10^{-11}$.

## Sampling

Atoms could be moved one at a time. Here all atoms move together. Draw momenta $p$ with variance $T$, follow a leapfrog trajectory of $C$ with unit masses, and accept its end with probability
$$\min\!\big(1,e^{-\Delta H/T}\big),\qquad H=\tfrac12p^2+C .$$
Leapfrog preserves phase-space volume and retraces its path when $p$ is reversed. The forward and reverse moves are therefore proposed with equal density, and the acceptance rule balances them for the weight $e^{-H/T}$. Integrating over $p$ leaves $e^{-C/T}$, the same target as single-atom Metropolis moves.

```
input: data D, angle weight w_a, random positions x
w_d = 0; minimize C for at most 100 iterations
w_d = 1
for T from 10 down to 1 (200 trajectories, geometric):
    x = trajectory(x, T); adapt step h
for 100 trajectories at T = 1:
    x = trajectory(x, 1); adapt step h
    w_d *= exp(0.1 * clip(chi2/m - 1, -0.5, 1))
w_d = geometric mean of its last 40 values
h = 0.85 h; freeze w_d and h
for 110 trajectories at T = 1:
    x = trajectory(x, 1); record chi2/m; keep every fifth x

trajectory(x, T):
    p = normal deviates * sqrt(T); H0 = p.p/2 + C(x)
    12 leapfrog steps of length h from (x, p) to (y, q)
    return y with probability min(1, exp(-(H - H0)/T)), else x
```

Updating $w_d$ makes the accuracies equal by design. What remains to be found is whether a given constraint permits the required misfit. The weight and step must be frozen before structures are collected, since a rule that reacts to the chain's history can change the sampled distribution.

**Stability.** For $C=\frac12\omega^2x^2$, one leapfrog step is
$$x'=(1-\tfrac12h^2\omega^2)x+hp,\qquad p'=-h\omega^2(1-\tfrac14h^2\omega^2)x+(1-\tfrac12h^2\omega^2)p .$$
The determinant is one and the trace is $2-h^2\omega^2$. The motion stays bounded for $h\omega<2$, so the stiffest combination of data, core and bond terms limits $h$. The step conserves $p^2+\omega^2(1-\frac14h^2\omega^2)x^2$, and without the acceptance rule the variance of $x$ would settle at
$$\frac{T}{\omega^2(1-h^2\omega^2/4)} .$$
With $h\omega=1.1$ this is 1.43 times the correct $T/\omega^2$. The complete sampler gave 1.055 after 4000 trajectories in three dimensions, within the 8% allowed in the test. The remaining 5.5% was not separated from sampling error.

During adaptation $h$ is multiplied by 1.03 after an acceptance and by 0.93 after a rejection. It is stationary when $p_a\ln1.03=-(1-p_a)\ln0.93$, or $p_a=0.71$. The production runs, with their shorter steps, accepted 0.74 to 0.82.

**Cost.** A gradient visits $N(N-1)/2=1770$ pairs, bins them, and makes two products with a table of about $540\times28$ entries. The angle term grows with the number of bonds. A trajectory needs 13 gradients, counting the one at its start. With $G$ grid intervals the work per gradient is of order $N^2+Gm$. A sweep of $N$ single-atom moves that updates all $m$ sums pair by pair takes of order $N^2m$.

## The silicon example

The data come from a known structure, so the answer is available for comparison. The reference was quenched from the liquid with the Stillinger–Weber potential, its three-body strength raised by one half. The temperature fell from $0.40$ eV, and $S(Q)$ was averaged at 300 K without added noise. Three models were then fitted with $w_a=0$, 3 and 20, keeping $w_c=10$. Bonds in the analysis are pairs closer than $2.8$ Å.

| | Reference | $w_a=0$ | $w_a=3$ | $w_a=20$ |
|---|---|---|---|---|
| $\chi^2/m$ | – | 0.96 | 0.94 | 1.08 |
| Coordination | 3.96 | 4.00 | 3.97 | 3.85 |
| Mean angle | 109.0° | 106.2° | 107.3° | 109.2° |
| Angle deviation | 10.8° | 26.8° | 21.9° | 13.2° |

Before fitting, $\chi^2/m$ was 30 to 37. At the midpoints between the fitted $Q_k$, which took no part in the fit, the averaged curves miss the data by 0.019 to 0.020 rms. This is about 8% of the rms signal $S-1$, which is 0.241, and it is alike for all three. The midpoints are not independent evidence: $G$ is confined to $[0,R]$, so the values at all $Q_k$ fix $S$ between them, and only the terms beyond $Q_{\max}$ are left free.

The second shell shows how the fits can agree. With bonds of $2.35$ Å, two neighbours of one atom are $2a\sin(\theta/2)$ apart. They fall between $3.2$ and $4.4$ Å for angles from about $86^\circ$ to $139^\circ$. Smaller and larger angles remove linked pairs, those with a common bonded neighbour, from this shell. The mean numbers per atom are:

- $w_a=20$: $14.35\times0.690=9.9$ linked and 4.4 unlinked;
- $w_a=0$: $13.85\times0.582=8.1$ linked and 5.8 unlinked.

In these two runs, the unconstrained model has 1.8 fewer linked neighbours and 1.3 more unlinked ones. The total differs by only 0.5, or about 3.5%. The replacement is incomplete: the reference has 14.9 atoms in the shell, and the unconstrained model is 7% below it.

The final data weights were 7.3, 4.1 and 2.6 for $w_a=0$, 3 and 20. If the misfit were only harmonic fluctuation about the data, equipartition would give $\chi^2/m$ of at most $1/w_d$, or 0.14 for the first model. Anharmonic fluctuation could add to this, but the curve averaged over the run still misses the data at the midpoints by about one tolerance, so most of the misfit is systematic. At $Q=3.52$ Å$^{-1}$, for example, the data give 1.416 and all three models about 1.37, more than two tolerances lower. The models are equally accurate at the level $\sigma=0.02$; nothing here shows that they would remain so at a much smaller $\sigma$. This tolerance refers to the tapered curve. With $R=5.35$ Å, $W$ is 0.71 at the bond length but only 0.34 at the tetrahedral second-neighbour distance of $3.84$ Å, so the shell that carries the angles enters with about a third of its weight. Agreement within $\sigma$ here does not imply agreement within $0.02$ with a less tapered curve, such as a larger box would allow.

Energy adds information, but it does not order these models. After at most 150 minimization steps in the reference potential, the reference lies $0.36$ eV/atom above the crystal and the three models lie $0.51$ to $0.53$ above it. One unconstrained structure still had a force of $0.5$ eV/Å, so its group is not fully relaxed. The strongly constrained structures, once relaxed, fit the data with $\chi^2/m=0.72$ and still lie $0.17$ eV/atom above the reference. A good fit and a local energy minimum together did not recover the original structure.

## Relation to implanted layers

The density, $4.9\times10^{22}$ cm$^{-3}$, is roughly that of implanted amorphous silicon, and the reference angular deviation of $10.8^\circ$ is near the material's value of roughly $10^\circ$. The box, about 1.1 nm wide, is far smaller than a real layer, and the computed quench is far faster than laboratory processing. The reference lies $0.36$ eV/atom above the crystal in this potential, well above the measured heat of crystallization of roughly $0.1$ to $0.15$ eV/atom, so it should not be read as a relaxed layer. Real layers may also contain voids, impurities and a depth-dependent density. A density 2% lower, with all distances scaled to match, changes $S$ by 0.011 rms. Left uncorrected and independent of other errors, it would add $(0.011/0.02)^2\approx0.3$ to $\chi^2/m$. Removing thermal motion changes $S$ by 0.007, and the statistical noise of a 60-atom box is about 0.009 if atoms are treated as independent. Each is below $\sigma$, but together they are not negligible. Their effect on the fitted angles was not computed.

## Failure modes

- **Reading the constraint as a result.** The narrow angular distribution at $w_a=20$ comes largely from the penalty. When angles are reported from a fit of this kind, the spread between constraints that reach the same $\chi^2$ should be reported with them.
- **Judging by angles alone.** The strongly constrained model has the angular deviation closest to the reference, but only 85% of its atoms are fourfold coordinated, against 93% in the reference and 99% without the angle constraint.
- **Too few runs.** Each constraint was annealed once, from its own random start. The angular deviation falls steadily with $w_a$, but the variation between runs at fixed $w_a$ is unknown. The three models prove that different fits exist; they do not give the range of all acceptable fits.
- **An unreachable misfit.** If a constraint contradicts the data, $w_d$ keeps growing, the cost stiffens and $h$ shrinks. A steadily rising $w_d$ with $\chi^2/m$ above one should end the run and be reported as a conflict, provided that slower annealing does not remove it.

The complete values are in the numerical output below.

## Table of computed values

```
atoms: 60; density: 0.049 1/A^3; box side: 10.698 A
pair range R: 5.349 A; Q spacing: 0.5873 1/A
fitted Q values: 28, from 0.587 to 16.44 1/A
tolerance sigma of S: 0.02; bond cutoff: 2.8 A
reference quench: 0.40 eV to 0.02585 eV (300 K)
crystal energy, Stillinger-Weber: -4.3366 eV/atom
star angles (deg): [109.47 109.47 128.32]
chain angles (deg): [109.47 109.47]
star/chain largest intensity difference: 1.6e-15
sampler variance / Boltzmann variance: 1.055
angle sum, explicit: 13.046508; from moments: 13.046508
gradient errors: SW 1.0e-12, RMC 5.2e-11
coordinates: 180; numerical rank of dS/dx: 23
null-space dimension: 157
hidden gradient share, summed angle penalty: 0.282
hidden gradient share, mean of single angles: 0.935
hidden steps: 0.001 and 0.002 A (norm over all atoms)
ratio of S changes, step doubled: 4.000
ratio of penalty changes, step doubled: 2.001
three RMC columns: angle weight 0.0 3.0 20.0
chi2/m before fit: 32.6  37.0  30.0
chi2/m after fit: 0.96  0.94  1.08
data weight w_data: 7.32  4.10  2.58
acceptance: 0.76  0.74  0.82
held-out rms error of S: 0.0198  0.0193  0.0204
held-out rms of S-1 in the data: 0.2412
four columns: reference, then the three RMC models
coordination number: 3.96  4.00  3.97  3.85
fourfold fraction: 0.933  0.991  0.965  0.853
mean bond angle (deg): 109.0  106.2  107.3  109.2
angle standard deviation (deg): 10.8  26.8  21.9  13.2
fraction of angles below 80 deg: 0.003  0.168  0.098  0.005
fraction of angles 95-125 deg: 0.859  0.487  0.567  0.747
fraction of angles above 140 deg: 0.007  0.110  0.065  0.019
atoms at 3.2-4.4 A: 14.92  13.85  14.00  14.35
share of these with common neighbour: 0.749  0.582  0.630  0.690
relaxed energy above crystal (eV/atom): 0.364  0.505  0.530  0.529
largest force left after relaxing (eV/A): 0.0015  0.4946  0.0007  0.0015
chi2/m after relaxing: 0.10  1.81  1.24  0.72
S(Q) columns: data, then the three RMC models
Q = 1.762 1/A: 0.804  0.758  0.766  0.797
Q = 2.349 1/A: 0.809  0.817  0.820  0.819
Q = 3.524 1/A: 1.416  1.371  1.370  1.372
Q = 5.873 1/A: 1.168  1.151  1.150  1.137
Q = 8.810 1/A: 1.101  1.088  1.088  1.078
rms S change, thermal motion left out: 0.0065
rms S change, density 2 percent lower: 0.0109
rms S noise of a 60-atom box, estimate: 0.0094
```
